# Exposed sidewall area and gate charging: one plate or 100 lines

## Problem

A metal film of thickness $t=0.5$ µm lies on an insulator. In one layout it forms a square plate of side $S=100$ µm. In another, the same top area is divided into $N=100$ separate lines, each of width $w=1$ µm and length $S$, with gaps $s=1$ µm between neighbours. Resist covers all top faces, the metal walls are vertical, and the underside is sealed by the insulator. The metal can therefore collect charge from a plasma through its sidewalls alone.

(a) By what factor does the total exposed metal area of the lines exceed that of the plate?

(b) How does the answer change if the resist is removed, if a metal bar in the same layer joins the lines, or if each line has a gate of its own?

(c) Suppose that the plate is connected to one transistor gate, and that all 100 lines are joined, through a lower level, to another gate of the same kind. Each gate has a silicon dioxide layer of area $A_{\rm ox}=1$ µm² and thickness $t_{\rm ox}=5$ nm. Every sidewall collects the same net current density, $J_{\rm side}=0.1$ mA/cm², for 20 s after the metal has cleared from the gaps. Find the charge per unit area passed through each oxide, and the oxide fields needed to carry the currents.

Net current means positive-ion current minus electron current. A positive value charges the metal positively.

## First estimate by scaling

Sidewall area is edge length times thickness. Both layouts have the same thickness, so only edge length matters.

A narrow line has two long edges and a top area of about $w$ times its length. Its edge length per unit top area is therefore about $2/w$. The total top area is $S^2$, so the lines have an edge length of about $2S^2/w$. The plate has $4S$. Hence

$$
R_{\rm est}=\frac{2S^2/w}{4S}=\frac{S}{2w}=\frac{N}{2}=50 .
$$

The last step uses $Nw=S$. The estimate ignores the short ends of the lines. At equal current density per unit sidewall, it also predicts about 50 times as much charge through the gate joined to the lines. It says nothing yet about the oxide field, because tunnelling current is not proportional to field.

## Exact solution: the areas

The plate has four walls, each of area $St$:

$$
A_{\rm plate}=4St=4(100)(0.5)=200\ \text{µm}^2 .
$$

One line has two long walls of area $St$ and two end walls of area $wt$:

$$
A_{\rm line}=2(S+w)t=2(101)(0.5)=101\ \text{µm}^2 .
$$

All the lines together expose

$$
A_{\rm lines}=2N(S+w)t=100(101)=10100\ \text{µm}^2 .
$$

Dividing by the plate's area, and then using $Nw=S$, gives

$$
R=\frac{2N(S+w)t}{4St}
=\frac{NS+Nw}{2S}
=\frac{NS+S}{2S}
=\frac{N+1}{2}=50.5 .
$$

The thickness cancels because it multiplies every edge. The gap width does not enter either, provided that the lines are separate and their walls are open to the gas.

The same result follows from counting cuts. The uncut plate has four faces of area $St$. Each of the $N-1$ cuts creates two more, one on either side of the cut. The final area is

$$
[4+2(N-1)]St=2(N+1)St ,
$$

which is $(N+1)/2$ times $4St$. The end walls of the lines are simply pieces of two original plate walls, so cutting does not change their total area.

This argument also handles cuts in both directions. If the plate becomes an $N\times N$ array of separate squares, each square has side $S/N$ and perimeter $4S/N$. The total perimeter is $N^2(4S/N)=4NS$, and the sidewall ratio becomes $N$. Cutting in the second direction thus nearly doubles the ratio when $N$ is large.

## Exact solution: changed conditions

**Resist removed.** Each layout now exposes an additional top area $S^2=10000$ µm². The ratio becomes

$$
R_{\rm bare}=\frac{S^2+A_{\rm lines}}{S^2+A_{\rm plate}}
=\frac{20100}{10200}=1.97 .
$$

The large ratio therefore depends on the resist. The plate loses almost all of its exposed area when its top is covered, whereas the lines lose only about half of theirs.

**A connecting bar.** Let a bar of width $b=1$ µm run across one end of every line. Its length must span 100 lines and 99 gaps:

$$
P=Nw+(N-1)s=100+99=199\ \text{µm}.
$$

Taken alone, the bar has sidewall area $2(b+P)t$. At each joint, two faces of area $wt$ disappear: the end of the line and the part of the bar that it touches. Thus

$$
\begin{aligned}
A_{\rm comb}&=A_{\rm lines}+2(b+P)t-2Nwt\\
&=10100+200-100=10200\ \text{µm}^2 .
\end{aligned}
$$

Relative to the original plate, the ratio is 51. The bar changes the area little, but it changes the electrical problem completely, since all the lines can now feed one gate.

**A separate gate for each line.** The relevant area is now that of one line:

$$
\frac{A_{\rm line}}{A_{\rm plate}}=\frac{101}{200}=0.505 .
$$

Such a gate is connected to about half as much exposed metal as the plate's gate. Dividing the metal increases the total collecting area, but it increases the charge delivered to a particular gate only if the pieces remain connected to that gate.

## Exact solution: charge through the oxide

Assume that all the collected current passes through the gate oxide and that the metal potential is steady. Current conservation gives

$$
J_{\rm ox}A_{\rm ox}=J_{\rm side}A_{\rm side},
\qquad
J_{\rm ox}=J_{\rm side}\frac{A_{\rm side}}{A_{\rm ox}} .
$$

Since 0.1 mA/cm² is $10^{-4}$ A/cm²,

$$
\begin{aligned}
J_{\rm plate}&=10^{-4}(200)=0.020\ \text{A/cm}^2,\\
J_{\rm lines}&=10^{-4}(10100)=1.01\ \text{A/cm}^2 .
\end{aligned}
$$

Multiplication by 20 s gives 0.40 C/cm² for the plate and 20.2 C/cm² for the joined lines. These are charges per unit area of gate oxide, not of metal.

A rough charge to breakdown for a thin oxide is 10 C/cm². On that scale the plate's gate has used a small part of its life, while the other gate has passed about twice the allowance. The comparison is only indicative: charge to breakdown varies with current density, temperature, oxide area and oxide quality.

## Exact solution: the oxide field

Positive metal draws electrons from the silicon through the oxide. We assume that the silicon can supply them. In p-type silicon thermal generation is far too slow for these currents, so the electrons must come from light or from n-type regions that are themselves supplied with electrons. In a simple model the emitter is a free-electron conductor at zero temperature, and the barrier is $\Phi=3.1$ eV above its Fermi level. A field $F$ tilts the barrier into a triangle. The electron mass in the oxide is $m=0.42\,m_0$, where $m_0$ is the free-electron mass.

Let $\epsilon$ be the amount by which an electron's energy of motion towards the oxide lies below the Fermi level. We take its energy of motion along the interface to be unchanged in the oxide. The electron then meets a barrier of initial height $\Phi+\epsilon$, which falls to zero at $x_1=(\Phi+\epsilon)/(qF)$, where $q$ is the elementary charge. In the WKB approximation the transmission is $e^{-G}$, with

$$
\begin{aligned}
G(\epsilon)&=\frac{2}{\hbar}\int_0^{x_1}
\sqrt{2m(\Phi+\epsilon-qFx)}\,dx\\
&=\frac{4\sqrt{2m}}{3\hbar qF}(\Phi+\epsilon)^{3/2}.
\end{aligned}
$$

The integral follows from the substitution $u=\Phi+\epsilon-qFx$, for which $dx=-du/(qF)$.

To find the current, count the electrons that arrive at the barrier. One transverse state carries a particle current $d\epsilon/h$ in the energy interval $d\epsilon$. Transverse energies from zero to $\epsilon$ are occupied, which gives $4\pi m_0\epsilon/h^2$ states per unit area, both spins included. Therefore

$$
J=\frac{4\pi qm_0}{h^3}\int_0^\infty \epsilon\,e^{-G(\epsilon)}\,d\epsilon .
$$

The upper limit may be taken as infinite if the occupied band is much deeper than the few tenths of an electronvolt that contribute most, as in a metal. The electron layer at a silicon surface is shallower, so for silicon this is a simplification. Electrons near the Fermi level dominate, so expand $G$ to first order:

$$
G(\epsilon)\simeq \frac{B}{F}+\frac{\epsilon}{d},\qquad
B=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar q},\qquad
d=\frac{\hbar qF}{2\sqrt{2m\Phi}} .
$$

Since $\int_0^\infty\epsilon e^{-\epsilon/d}d\epsilon=d^2$,

$$
J=\frac{4\pi qm_0d^2}{h^3}e^{-B/F}
=\frac{q^3m_0}{8\pi hm\Phi}F^2e^{-B/F}.
$$

The second form uses $d^2=\hbar^2q^2F^2/(8m\Phi)$ and $\hbar=h/2\pi$. This is the Fowler-Nordheim law, with $\Phi$ in joules when SI units are used.

Solving it numerically for $F$ at the two current densities gives 10.7 MV/cm for the plate and 12.7 MV/cm for the joined lines. The voltages $Ft_{\rm ox}$ are about 5.3 V and 6.3 V. Both exceed the 3.1 V needed for the triangular barrier to end inside the oxide, as the derivation assumed. Fields this high are close to breakdown for silicon dioxide, so the charges calculated for the full 20 s assume an oxide that stays intact.

## Comparison of estimate and solution

For the area, the estimate gives $N/2$ and the exact result is $(N+1)/2$. The difference is always one half in this family of layouts. It comes from the line ends, whose total area is $2Nwt=2St$, half of the plate's $4St$. Relative to the exact result, the estimate is low by

$$
\frac{R-R_{\rm est}}{R}=\frac{1/2}{(N+1)/2}=\frac{1}{N+1},
$$

or about 1% for 100 lines. For $N=1$ no cut has been made and the true ratio is 1, but the estimate gives $1/2$. It is a narrow-line approximation and fails when the ends are comparable with the long sides.

The estimate also works for the charge, because the model assigns the same current density to every sidewall. It does not carry over to the field. Although the currents differ by 50.5, the fields differ by a factor of only 1.19. Taking the logarithm of the ratio of the two tunnelling currents shows why:

$$
\ln 50.5=2\ln\frac{F_{\rm lines}}{F_{\rm plate}}
+B\left(\frac1{F_{\rm plate}}-\frac1{F_{\rm lines}}\right).
$$

The left side is 3.92. The oxide thickness is the same for both gates, so the field ratio equals the voltage ratio, 6.34/5.34. The first term on the right is $2\ln(6.34/5.34)=0.34$, so the remaining 3.58 comes from the exponential. A modest rise in field opens the barrier enough to carry the much larger current. In this example the large contrast is in the charge passed, not in the voltage across the oxide.

## When equal current density fails

Geometry fixes the area ratio, but it does not make the plasma supply equal current densities to open edges and narrow gaps. Electrons and ions arrive with different spreads of direction.

Consider isotropic electrons and a wall point at depth $z$ below the top of the resist. Let $\alpha$ be the upward angle from the wall normal, projected on a plane perpendicular to the line. The arriving flux is distributed as $\frac12\cos\alpha\,d\alpha$. An open edge accepts $0<\alpha<\pi/2$ and receives one half of the full flux. In a long gap, the opposite wall blocks angles below $\arctan(z/s)$. The access relative to an open edge is therefore

$$
f(z)=\int_{\arctan(z/s)}^{\pi/2}\cos\alpha\,d\alpha
=1-\frac{z}{\sqrt{z^2+s^2}} .
$$

For resist 1 µm high, the metal lies between $z_1=1$ µm and $z_2=1.5$ µm. Averaging over its wall gives

$$
\bar f=1-\frac{\sqrt{z_2^2+s^2}-\sqrt{z_1^2+s^2}}{z_2-z_1}
=0.223 .
$$

Thus only about 22% of the open-edge electron flux reaches a wall in a gap. This calculation takes straight paths and absorbing walls, and leaves out the electric field of charged resist.

Ions are accelerated towards the wafer by the sheath. Take a transverse ion temperature $T_i=0.5$ eV, a sheath voltage $V_s=50$ V and an ion current density $J_i=3$ mA/cm² on a flat surface. For ion density $n$ and mass $M$, the flux to a vertical wall is $n\sqrt{qT_i/(2\pi M)}$, with $T_i$ expressed in volts. The downward flux is $n\sqrt{2qV_s/M}$. Their ratio gives

$$
J_{i,\rm side}=J_i\sqrt{\frac{T_i}{4\pi V_s}}
=0.085\ \text{mA/cm}^2 .
$$

The value 0.1 mA/cm² in the problem is this ion current, rounded, with the electron current set to zero. For straight ion paths it is therefore an upper estimate of the net current, but electric fields in the gap can bend more ions onto the walls and raise the current above it. For the 1 µm gap, shading along straight paths is not enough to make the net current positive. It would be enough for a 0.4 µm gap, where $\bar f=0.049$ and the electron current estimated as below is 0.074 mA/cm². If the electron current on a flat surface equals the ion current of 3 mA/cm², an open edge receives half of it, 1.5 mA/cm², and a wall in a gap receives $0.223(1.5)=0.33$ mA/cm², still more than the ions supply. A positive net current requires fewer electrons or more ions at the wall. Negative charge on the resist can provide both, by turning electrons back and by drawing ions sideways. In the plane across the gap, the root-mean-square slope of the ion paths is $\sqrt{T_i/(2V_s)}$, corresponding to about 4° from the vertical. The foot of the metal is shadowed only for angles above $\arctan(1/1.5)=33.7°$, so the gaps hardly obstruct these ions.

The gaps therefore remove electrons but few ions, which favours positive charging of the lines. At an open plate edge, more electrons offset the ion current. If the net current there remains positive but is smaller than in the gaps, the current ratio exceeds the area ratio. If electrons dominate there, even the sign differs. The value 50.5 is a current ratio only under the equal-density condition stated in the problem.

## Reading the numbers for a real process

The values are rough ones for a silicon dioxide gate during metal overetch in a dense plasma. The ratio of 10100 between exposed metal area and gate area is deliberately severe. The 20 s interval begins after the gaps have cleared. Before that, residual metal still joins the lines and their walls are not fully exposed. That stage is not necessarily milder. If the open areas have cleared while thin metal remains in the gaps, the gap floors collect most of the ions but only about 30% of the electrons. With the fluxes above and straight paths, their net current density is about 1.8 mA/cm², and over 9900 µm² of floor this is some 18 times the sidewall current assumed here. This stage is left out of the charges calculated above.

A real plasma also supplies less current as the metal charges. To size this effect, let the available current fall linearly with oxide voltage and vanish at 15 V:

$$
J_{\rm ox}=J_{\rm side}\frac{A_{\rm side}}{A_{\rm ox}}
\left(1-\frac{Ft_{\rm ox}}{15\ \text{V}}\right).
$$

This linear source is illustrative. Solving it together with the tunnelling law gives 0.013 A/cm² for the plate and 0.594 A/cm² for the lines. The ratio falls from 50.5 to 45.6 because the lines sit at the higher voltage. The charges passed in 20 s become 0.26 and 11.9 C/cm². The second value is now so close to the rough breakdown charge that the model cannot decide whether that oxide survives.

The tunnelling model has its own limits. The fields depend on the chosen barrier and mass: $m=0.5\,m_0$ gives 11.6 and 13.8 MV/cm, and $\Phi=3.2$ eV gives 11.2 and 13.3 MV/cm, while their ratio stays at 1.19. At the lines' field, direct numerical integration over $\epsilon$ gives a current about 5% below the Fowler-Nordheim formula. At 350 K and the same field, the integrated current is 1.15 times its zero-temperature value. At fixed current, doubling the electron supply, as a test of sensitivity and not a bound on the error of the free-electron emitter, lowers the required field from 12.7 to 12.3 MV/cm. Adding the image force instead, with relative permittivity 2.1 and the same barrier and mass, lowers it by about 1.3 MV/cm. Conserving momentum along the interface, with the mass $0.42\,m_0$ for every direction in the oxide, acts the other way: it reduces the zero-temperature current at a given field to about 0.42 of the value used here, and raises the lines' field from 12.7 to about 13.2 MV/cm. These corrections alter the field; they do not alter the charge when the collected current is fixed.

Finally, the steady-state assumption requires the metal to charge quickly. With a 500 nm field oxide under the metal, relative permittivity 3.9 and edge fields neglected, the charging time is

$$
\tau=\frac{\epsilon_0\epsilon_r}{J_{\rm ox}A_{\rm ox}}
\left(\frac{A_{\rm ox}}{t_{\rm ox}}+\frac{S^2}{t_{\rm field}}\right)Ft_{\rm ox}.
$$

It is 19 ms for the plate and 0.44 ms for the joined lines. Even the longer time is about one thousandth of the overetch, so the charge spent in reaching the steady voltage can be neglected here.
